Sodium's Korringa product and the sign of its electron correlations

**Problem**

For the 23Na resonance in sodium metal, take as input the Knight shift K = 0.113 percent: in the same applied field the nuclei of the metal resonate at a frequency higher by this fraction than they would without the conduction electrons' spin polarisation. The nuclear spin is I = 3/2 and γn/2π = 11.26 MHz/T. The measured product of spin-lattice relaxation time and temperature, T1T, is near 5 s K.

(a) What T1T does the Korringa relation for independent electrons predict from this K?
(b) What does the comparison with the measured value say about the sign of the correlations between the electron spins?

**A tempting solution**

The Korringa relation is

T1 T K² = S, S = (ħ/4πk_B)(γe/γn)².

With the data above it gives T1T = 2.95 s K. The measured value is larger, so the nuclei relax more slowly than the relation predicts.

Now suppose that exchange favours parallel electron spins. The electron spin system then responds more strongly to magnetic fields and fluctuates more strongly. Stronger fluctuations relax the nuclei faster, so T1T should fall below the independent-electron value. It lies above that value. The correlations must therefore oppose parallel alignment, and their sign is antiferromagnetic.

**Where the fault lies**

The number 2.95 s K is right, and in the zero-range exchange model used below, parallel-favouring exchange does speed up relaxation. The fault is in the meaning given to 2.95 s K. It is not the relaxation product of sodium with its correlations switched off, because it was calculated from the measured K. That shift comes from the real, correlated electrons, so any exchange enhancement of the spin polarisation is already in it, and enters the prediction squared.

The comparison is therefore between two enhancements: that of K² and that of 1/T1. To find which is larger, one must know what each quantity measures.

**The independent-electron relation**

*Coupling.* Let γe > 0 denote the magnitude of the electron's gyromagnetic ratio. The moments are −ħγe **S** for the electron and +ħγn **I** for the nucleus, with **S** and **I** dimensionless. A point moment is the limit of a small uniformly magnetised sphere, whose inner field is 2μ0/3 times its magnetisation. An s electron, which has a finite density at the nucleus, feels this inner field. The energy −(2μ0/3) μ_n·μ_e δ(r) becomes

H = (2μ0/3) ħ²γeγn **I**·**S** δ(r),

where the two minus signs have cancelled. Let u be the electron density at the nucleus for a state normalised to one atom, taken as equal for all states at the Fermi level. Then define

A = (2μ0/3) ħ²γeγn u.

In a crystal of N atoms each state is spread over all of them, so the matrix element between two orbital states has magnitude A/N times that of **I**·**S**. Other couplings are neglected.

*Shift.* In a field B along z an electron has the energy +ħγeB S_z, so spin up is raised by ħγeB/2 and spin down is lowered by as much. Let ρ be the density of states at the Fermi level per atom and per spin direction. With a common chemical potential, the number of up electrons per atom changes by −ρħγeB/2 and that of down electrons by +ρħγeB/2. The mean spin per atom is

s = ½(−ρħγeB/2 − ρħγeB/2) = −ρħγeB/2.

The nucleus has the extra energy A s I_z. Writing this as −ħγn ΔB I_z defines an extra field

ΔB = −A s/(ħγn) = Aργe B/(2γn).

The Knight shift is therefore

K = ΔB/B = (Aρ/2)(γe/γn).

It is positive, because the electron moments lie along the field.

*Relaxation.* Split the coupling as

**I**·**S** = I_zS_z + ½(I₊S₋ + I₋S₊).

The first term leaves the nuclear level unchanged. The others flip the nucleus and an electron in opposite directions. For a nucleus of spin 1/2 the matrix element of a mutual flip is A/(2N). There are Nρ dE initial states and Nρ final states per unit energy, so the golden rule gives

W = (2π/ħ)(A/2N)²(Nρ)² ∫ f(1 − f) dE.

Here f is the Fermi function of the total electron energy. The electron gains or loses only the nuclear Zeeman energy, which is neglected beside k_BT. Since f(1 − f) = −k_BT df/dE, the integral is k_BT, and

W = πA²ρ²k_BT/(2ħ).

This needs k_BT to be small beside the Fermi energy, so that ρ can be treated as constant.

*Spin 3/2.* The squared matrix elements of I₊ and I₋ multiply W, so a nucleus in level m goes up at the rate W(I − m)(I + m + 1) and down at the rate W(I + m)(I − m + 1). Expanding the products,

(I − m)(I + m + 1) = I(I + 1) − m² − m,
(I + m)(I − m + 1) = I(I + 1) − m² + m.

The difference is −2m, so d⟨m⟩/dt = −2W⟨m⟩.

The small difference between k_BT and the true integral biases the rates. With ε = ħγnB/(k_BT), upward rates gain a factor 1 + ε/2 and downward rates 1 − ε/2, to first order. Half the sum of the two products above is I(I + 1) − m², so the bias adds

Wε[I(I + 1) − ⟨m²⟩] ≈ (2/3)WεI(I + 1).

The last form uses ⟨m²⟩ = I(I + 1)/3 for nearly equal populations. This constant sets the equilibrium magnetisation and leaves the rate of approach unchanged. Hence

1/T1 = 2W = πA²ρ²k_BT/ħ.

*Product.* Multiplying T1T by K²,

T1 T K² = [ħ/(πA²ρ²k_B)] · [A²ρ²γe²/(4γn²)]
= (ħ/4πk_B)(γe/γn)² = S.

The coupling A and the density of states ρ have cancelled. This is why the relation can be used without knowing either of them.

**Answer to (a)**

With γe/2π = 28025.0 MHz/T for the free electron, the ratio γe/γn is 28025.0/11.26 = 2488.9, and its square is 6.1946 × 10⁶. With ħ/(4πk_B) = 6.0783 × 10⁻¹³ s K,

S = 6.0783 × 10⁻¹³ × 6.1946 × 10⁶ s K = 3.765 × 10⁻⁶ s K.

As a fraction K is 0.00113, and K² = 1.277 × 10⁻⁶. The prediction is

T1T = 3.765 × 10⁻⁶/(1.277 × 10⁻⁶) s K = 2.95 s K,

or about 3 s K. At 300 K this means T1 = 9.8 ms, whereas the measured product means about 17 ms.

A convenient measure of the disagreement is

R = K²(T1T)_measured/S = 5/2.95 = 1.70.

For independent electrons R = 1. The inverse of R, here 0.59, lies on the other side of 1, so the sign rule derived below applies to R as defined here and reverses for 1/R.

**What exchange does to each quantity**

Treat exchange in mean field: each electron feels, besides the applied field, a field proportional to the local spin magnetisation. Let b be an applied field component of wavevector q, varying slowly in time, and M the magnetisation per atom that it induces. For independent electrons M = χF(q)b, where χ is the uniform susceptibility per atom and F(q) is the response at q divided by that at q = 0. With exchange the electrons respond to the total field

b_tot = b + λM, M = χF(q) b_tot.

Put α = λχ. Substituting M gives b_tot = b + αF(q) b_tot, and so

b_tot = b/[1 − αF(q)].

Positive α favours a local surplus of parallel spins. Taking λ independent of q means an exchange interaction of zero range. The condition α < 1 keeps the unpolarised metal stable.

The Knight shift measures the response to a uniform field, for which F = 1. It is multiplied by 1/(1 − α).

Relaxation samples other wavevectors. The contact field of a nucleus is concentrated at a point and so contains all wavevectors equally. An electron scattered from **k** to **k′** uses the component **q** = **k′** − **k**. It scatters from the total field, so its matrix element is multiplied by 1/[1 − αF(q)] and its rate by the square of that factor. The static F may be used because the nuclear frequency is tiny on the scale of the Fermi energy. With ⟨…⟩ for the average over pairs of states at the Fermi surface,

R = (1 − α)⁻² / ⟨(1 − αF)⁻²⟩.

The numerator is the gain of K² and the denominator is the gain of 1/T1. The tempting solution kept the denominator and forgot the numerator.

**The response at finite wavevector**

The sign of R − 1 depends on how F(q) compares with 1. For free electrons F can be calculated.

A weak static potential V cos(**q**·**r**) adds to the plane wave **k** the waves **k** ± **q**, with amplitudes −(V/2)/(E_{k±q} − E_k). The resulting change in |ψ|², relative to its unperturbed value, is

−V cos(**q**·**r**) [1/(E_{k+q} − E_k) + 1/(E_{k−q} − E_k)].

Sum this over the occupied states. Replacing **k** by −**k** turns the second term into the first, so the response is proportional to the sum of 1/(E_{k+q} − E_k) over the Fermi sphere. Where the denominator vanishes, the principal value is taken: contributions from pairs of occupied states cancel. A magnetic field acts as opposite potentials on the two spin directions, so the spin response has the same q dependence.

Take z along **q** and set t = k_z/k_F and x = q/(2k_F). The energy difference is proportional to

q² + 2qk_z = 4k_F² x(x + t).

The slice of the Fermi sphere at t has an area proportional to 1 − t². Therefore, with a constant C,

F = C ∫ (1 − t²)/[4x(x + t)] dt, t from −1 to 1.

Write 1 − t² = (x + t)(x − t) + 1 − x². The first part leaves the integral of x − t, which is 2x. The second needs the principal value of ∫dt/(x + t), which is ln[(1 + x)/(1 − x)] for 0 < x < 1. Thus

F = C {½ + [(1 − x²)/(4x)] ln[(1 + x)/(1 − x)]}.

As x → 0 the logarithm tends to 2x and the braces tend to 1. A very long wave acts locally as a uniform field, so F(0) = 1 and C = 1.

To see the size of F for other x, use

ln[(1 + x)/(1 − x)] = 2x(1 + x²/3 + x⁴/5 + …).

Multiplying by (1 − x²)/(4x), the coefficient of x²ⁿ for n ≥ 1 is

½[1/(2n + 1) − 1/(2n − 1)] = −1/(4n² − 1).

Hence

F = 1 − x²/3 − x⁴/15 − x⁶/35 − …

Every correction is negative. F falls steadily from 1 at x = 0 to ½ at x = 1, so free electrons respond most strongly to a uniform field.

It remains to weight the wavevectors. For two independent directions on the Fermi sphere, separated by the angle θ,

q² = 2k_F²(1 − cos θ), x² = (1 − cos θ)/2.

Since cos θ is uniformly distributed between −1 and 1, x² is uniformly distributed between 0 and 1. The average is therefore

⟨g⟩ = ∫ 2x g(x) dx, x from 0 to 1.

**Answer to (b)**

Let 0 < α < 1. Because F < 1 for every x > 0,

1 − αF > 1 − α > 0.

Each scattering gain (1 − αF)⁻² is then smaller than (1 − α)⁻², and so is their average. Hence R > 1.

Let α < 0 instead. Then 1 − αF = 1 + |α|F is smaller than 1 + |α| = 1 − α, the average exceeds (1 − α)⁻², and R < 1. Here exchange weakens both responses, but it weakens the uniform one most.

Sodium has R ≈ 1.7, so in this model α > 0; the condition under which the conclusion carries over to other forms of exchange is given below. **The correlations have ferromagnetic sign:** exchange favours parallel spins and raises the uniform response more than the average response that relaxes the nuclei. This does not make sodium a ferromagnet, which in this model would require α to reach 1.

**The size of the effect in this model**

R also fixes a value of α, because R rises steadily with α. Differentiating its logarithm gives

d ln R/dα = 2/(1 − α) − 2⟨F(1 − αF)⁻³⟩/⟨(1 − αF)⁻²⟩.

The last quotient is a weighted average of F/(1 − αF). This is smaller than 1/(1 − α) whenever F(1 − α) < 1 − αF, that is, whenever F < 1. The derivative is therefore positive.

Evaluating the average numerically gives R = 1.17 at α = 0.3 and R = 1.40 at α = 0.5. Sodium's ratio is reached at α ≈ 0.64, where

gain of K = 1/(1 − α) ≈ 2.8,
gain of K² ≈ 7.7,
gain of 1/T1 ≈ 4.5,
R = 7.7/4.5 ≈ 1.7.

These numbers show what misled the first solution. In this model exchange does speed up relaxation, by a factor of 4.5. Within the model, switching exchange off would give T1T of about 5 × 4.5 ≈ 23 s K, and the measured 5 s K is shorter than that. It is still longer than 2.95 s K, because that figure carries the larger gain of K².

The value 0.64, and with it the factor 4.5 and the 23 s K, illustrates the zero-range, free-electron model and is not a measured property of sodium. For a uniform electron gas at sodium's density (r_s ≈ 3.9 bohr), the local spin-density treatment of exchange and correlation gives α between 0.33 and 0.38, depending on the parametrisation, and so a gain of K of 1.5 to 1.6. Combined with R = 1.7, this means a gain of 1/T1 of only 1.3 to 1.5 and an exchange-free T1T near 7 s K. At such an α the zero-range model yields R of only 1.2 to 1.25, so it gives the sign of the effect but not its size. Suppose instead that the exchange parameter shrinks with q without changing sign, α(q) = α(0)g(q) with g(0) = 1 and 0 < g < 1 for q > 0. Then gF takes the place of F in the average. Since gF < 1 for q > 0, the arguments above still hold: R − 1 has the sign of α(0), and R rises with α(0). For α(0) > 0 the scattering gains are smaller at the same α(0), so R is larger. The observed R would be reached at an α(0) below 0.64, and the gain of K would be below 2.8. The sign rule uses only gF < 1 for q > 0, together with stability, 1 − α(0)gF > 0, so it survives even if g turns negative. It can fail if the exchange parameter grows with q until gF exceeds 1: a weakly negative α(0) with a strongly negative α(q) at larger q suppresses 1/T1 more than K² and gives R > 1. Without the bound gF < 1, R > 1 shows only that the gain of K² exceeds the gain of 1/T1, and does not by itself fix the sign of α(0).

**How secure is the sign?**

"Near 5" is a rough figure. If T1T were 4.5 s K, R would be 1.53; if it were 5.5 s K, R would be 1.87. Both exceed 1, and the model α ranges from 0.57 to 0.69.

A small fractional error in K changes R twice as much as the same fractional error in T1T, because K enters squared. To bring R down to 1 with T1T = 5 s K, the spin part of the shift would have to be

K = √(S/T1T) = √(3.765 × 10⁻⁶/5) = 0.087 percent,

which is 23 percent below the given value. The conclusion would fail if that much of the 0.113 percent came from something other than electron spin, such as a difference in orbital shielding between the metal and the reference.

An additional, independent relaxation process cannot remove the disagreement. Its rate adds to the contact rate and shortens the measured T1. The contact process alone would then have a longer T1 than the one observed, and its R would be larger still. If a second coupling to the electron spins also contributed to K, the two couplings would have to be separated before R could be interpreted.

The numerical check checks the Korringa product against a four-level rate calculation, and the exchange average against the dynamic response of the electron gas.

Values computed for the example and the checks

```
SODIUM: INPUTS
Knight shift K = 0.113 percent
gamma_n/2pi of 23Na = 11.26 MHz/T
gamma_e/2pi = 28025.0 MHz/T
given measured T1*T = 5.0 s K
SODIUM: KORRINGA VALUE
hbar/(4 pi kB) = 6.0783e-13 s K
gamma_e/gamma_n = 2488.9
(gamma_e/gamma_n)^2 = 6.1946e+06
Korringa constant S = 3.7653e-06 s K
K^2 = 1.2769e-06
Korringa T1*T = 2.949 s K
Korringa T1 at 300 K = 9.83 ms
T1 at 300 K from measured T1*T = 16.67 ms
SODIUM: COMPARISON
R = measured/Korringa = 1.696
inverse ratio 1/R = 0.590
for T1*T = 4.5 s K: R = 1.526, model alpha = 0.570
for T1*T = 5.5 s K: R = 1.865, model alpha = 0.689
K that would give R = 1: 0.0868 percent
reduction of K this needs = 23.2 percent
EXCHANGE MODEL
Fermi-sphere average of F = 0.7954
alpha = -0.5: R = 0.862
alpha = 0.3: R = 1.173
alpha = 0.5: R = 1.399
alpha for sodium's R = 0.639
gain of K, 1/(1-alpha) = 2.768
gain of K^2 = 7.662
gain of 1/T1 = 4.519
MICROSCOPIC TEST MODEL (round parameters)
A = 1.0 micro-eV, EF = 3.0 eV, T = 100 K, B = 10 T
K from Fermi filling = 0.03111 percent
T1 from rate matrix = 0.38901 s
T1*T*K^2 = 3.7652e-06 s K
```
